# Hole optical mass of GeTe from an undamped Drude reflectance minimum: test program

```python
"""Hole optical mass from an undamped Drude reflectance minimum.

Result under test:  m = p e^2 / (eps0 (eps_inf - 1) w_min^2)
p: hole density; eps_inf: constant background permittivity;
w_min: angular frequency of the minimum, where total permittivity = 1.
Normal incidence from vacuum on a thick sample; time factor exp(-iwt).
Energies are in eV and masses in free-electron masses unless stated.
GeTe inputs are round, rough typical values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def plasma_square(p_cm3):
    """Squared unscreened plasma energy (eV^2) for mass m_e."""
    return sc.hbar**2 * p_cm3 * 1e6 / (sc.epsilon_0 * sc.m_e)


def optical_mass(p_cm3, eps_inf, e_min):
    w_min = e_min * sc.e / sc.hbar
    mass_kg = p_cm3 * 1e6 * sc.e**2 / (
        sc.epsilon_0 * (eps_inf - 1) * w_min**2)
    return mass_kg / sc.m_e


def permittivity(energy, p_cm3, background, mass, gamma=0.0):
    return background - plasma_square(p_cm3) / mass / (
        energy**2 + 1j * gamma * energy)


def reflectance(eps):
    n = np.sqrt(np.asarray(eps, dtype=complex))
    return np.abs((1 - n) / (1 + n))**2


def find_minimum(spectrum, low=0.05, high=1.5):
    """Global minimum of a spectrum: grid search, then refinement."""
    grid = np.linspace(low, high, 6001)
    i = int(np.argmin(spectrum(grid)))
    assert 0 < i < len(grid) - 1
    found = minimize_scalar(lambda x: float(spectrum(x)), method="bounded",
                            bounds=(grid[i - 1], grid[i + 1]),
                            options={"xatol": 1e-11})
    return found.x


# Drude response from time integration of x'' + g x' = cos(wt)
w_test = 1.3
for g_test in (0.0, 0.25):
    period = 2 * np.pi / w_test
    start = 0.0 if g_test == 0 else 30 * period
    # without damping, begin on the periodic orbit: at rest, zero mean
    x_start = -1 / w_test**2 if g_test == 0 else 0.0
    times = start + np.linspace(0, period, 401)[:-1]
    orbit = solve_ivp(lambda t, y: [y[1], np.cos(w_test * t) - g_test * y[1]],
                      (0, start + period), [x_start, 0.0], t_eval=times,
                      rtol=1e-10, atol=1e-12)
    amplitude = 2 * np.mean(orbit.y[0] * np.exp(1j * w_test * times))
    assert abs(amplitude + 1 / (w_test**2 + 1j * g_test * w_test)) < 1e-3

# Reflectance formula against a linear solve of the boundary conditions
for eps_test in (-3 + 0j, 0.4 + 0j, 5 + 0j, 4 + 7j):
    n_test = np.sqrt(eps_test)
    r_test, _ = np.linalg.solve(np.array([[-1, 1], [1, n_test]]),
                                np.array([1, 1], dtype=complex))
    assert abs(abs(r_test)**2 - reflectance(eps_test)) < 1e-12

# Recover known masses from the minima of computed spectra
for p_t, eps_t, m_t in ((1e20, 30, 0.2), (5e20, 35, 0.33), (1e21, 40, 0.5)):
    e_t = find_minimum(
        lambda x: reflectance(permittivity(x, p_t, eps_t, m_t)))
    assert abs(optical_mass(p_t, eps_t, e_t) / m_t - 1) < 1e-6

# Worked example
p = 5e20
eps_inf = 35.0
e_min = 0.26
mass = optical_mass(p, eps_inf, e_min)
plasma = np.sqrt(plasma_square(p) / mass)
e_zero = brentq(lambda x: permittivity(x, p, eps_inf, mass).real, 0.1, 0.5)
mass_slip = plasma_square(p) / (eps_inf * e_min**2)
assert e_zero < e_min and mass_slip < mass

# One minimum only: never rising below it, always rising above it
below = reflectance(permittivity(np.linspace(0.02, e_min, 3000),
                                 p, eps_inf, mass))
above = reflectance(permittivity(np.linspace(e_min, 3.0, 3000),
                                 p, eps_inf, mass))
assert np.all(np.diff(below) < 1e-12) and np.all(np.diff(above) > 0)
limit_r = float(reflectance(eps_inf))
assert above[-1] < limit_r

# Sensitivity law against finite differences
h = 1e-5
slopes = (
    (optical_mass(p * (1 + h), eps_inf, e_min) / mass - 1) / h,
    (optical_mass(p, eps_inf + h, e_min) / mass - 1) / h,
    (optical_mass(p, eps_inf, e_min * (1 + h)) / mass - 1) / h)
assert np.allclose(slopes, (1, -1 / (eps_inf - 1), -2), rtol=1e-3)

# Damping: weak limit of the shift, then the example's own damping
weak = 1e-3 * e_min
e_weak = find_minimum(
    lambda x: reflectance(permittivity(x, p, eps_inf, mass, weak)))
weak_law = eps_inf * (weak / e_min)**2 / 4
assert abs((e_weak / e_min - 1) / weak_law - 1) < 0.02

mobility = 60.0  # cm^2/Vs, rough


def damping_energy(m):
    return sc.hbar / (mobility * 1e-4 * m * sc.m_e)


def damped_minimum(m):
    return find_minimum(lambda x: reflectance(
        permittivity(x, p, eps_inf, m, damping_energy(m))))


gamma = damping_energy(mass)
e_damped = damped_minimum(mass)
mass_damped = brentq(lambda m: damped_minimum(m) - e_min, 0.2, 0.8, xtol=1e-8)
assert e_damped > e_min and mass_damped > mass
eps_damped = permittivity(e_min, p, eps_inf, mass_damped,
                          damping_energy(mass_damped))
r_damped = float(reflectance(eps_damped))
absorption_nm = 1e9 * sc.hbar * sc.c / (
    2 * e_min * sc.e * np.sqrt(eps_damped).imag)

# Energy-dependent background: interband oscillator or polar phonon
e_inter = 2.0      # eV, rough
e_phonon = 0.010   # eV, rough
s_phonon = 200.0   # static phonon permittivity, rough


def interband(x):
    return 1 + (eps_inf - 1) / (1 - (x / e_inter)**2)


def with_phonon(x):
    return eps_inf + s_phonon * e_phonon**2 / (e_phonon**2 - x**2)


mass_inter = optical_mass(p, interband(e_min), e_min)
mass_phonon = optical_mass(p, with_phonon(e_min), e_min)
for background, m_b in ((interband, mass_inter), (with_phonon, mass_phonon)):
    e_b = find_minimum(lambda x: reflectance(
        permittivity(x, p, background(x), m_b)), 0.05, 1.0)
    assert abs(e_b / e_min - 1) < 1e-6

# Degeneracy and non-parabolicity, four equal isotropic valleys
valleys = 4
gap = 0.6  # eV, rough
temperature = 300.0
k_f = (3 * np.pi**2 * p * 1e6 / valleys)**(1 / 3)
unit = sc.hbar**2 / (2 * sc.m_e * sc.e)  # eV m^2
fermi_parabolic = unit * k_f**2 / mass
kt = sc.k * temperature / sc.e


def kane_energy(k, m0):
    return gap / 2 * (np.sqrt(1 + 4 * unit * k**2 / (m0 * gap)) - 1)


edge_mass = brentq(
    lambda m0: m0 * (1 + 2 * kane_energy(k_f, m0) / gap) - mass, 0.01, mass)
fermi_kane = kane_energy(k_f, edge_mass)


def mean_curvature(q):
    """Direction-averaged inverse mass at k = q k_f, times 3 q^2."""
    d = 1e-3
    e_m, e_0, e_p = (kane_energy((q + s) * k_f, edge_mass) for s in (-d, 0, d))
    second = (e_p - 2 * e_0 + e_m) / d**2
    first = (e_p - e_m) / (2 * d)
    return (q**2 * second + 2 * q * first) / (2 * unit * k_f**2)


inverse_mass = quad(mean_curvature, 0, 1, epsabs=1e-7, epsrel=1e-7)[0]
assert abs(inverse_mass * mass - 1) < 1e-4

# Anisotropy: average inverse-mass tensor of the four L valleys
ratio = 5.0  # longitudinal / transverse mass, rough trial value
m_trans = mass * (1 / ratio + 2) / 3
m_long = ratio * m_trans
tensor = np.zeros((3, 3))
for axis in ((1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)):
    u = np.array(axis) / np.sqrt(3)
    tensor += (np.eye(3) / m_trans
               + np.outer(u, u) * (1 / m_long - 1 / m_trans)) / 4
assert np.allclose(tensor, np.eye(3) / mass, atol=1e-10)
dos_mass = (m_long * m_trans**2)**(1 / 3)
assert dos_mass > mass

wavelength_um = 1e6 * sc.h * sc.c / (e_min * sc.e)
print(f"hole density p = {p:.1e} cm^-3")
print(f"background permittivity = {eps_inf:.1f}")
print(f"energy of minimum = {e_min:.3f} eV")
print(f"wavelength of minimum = {wavelength_um:.2f} um")
print(f"angular frequency of minimum = {e_min*sc.e/sc.hbar:.4e} rad/s")
print(f"squared plasma energy for m_e = {plasma_square(p):.4f} eV^2")
print(f"optical mass = {mass:.4f} m_e")
print(f"optical mass = {mass*sc.m_e:.3e} kg")
print(f"unscreened plasma energy = {plasma:.3f} eV")
print(f"energy where permittivity is zero = {e_zero:.4f} eV")
for x in (0.25, e_min, 0.27, 0.30):
    ex = permittivity(x, p, eps_inf, mass).real
    print(f"at {x:.2f} eV: permittivity {ex:.3f}, R {reflectance(ex):.4f}")
print(f"high-energy limit of R = {limit_r:.3f}")
print(f"mass if permittivity set to 0 = {mass_slip:.4f} m_e")
print(f"mass for p +10 % = {optical_mass(1.1*p, eps_inf, e_min):.4f} m_e")
print(f"mass for eps_inf +3 = {optical_mass(p, eps_inf+3, e_min):.4f} m_e")
print(f"mass for E_min +0.01 eV = "
      f"{optical_mass(p, eps_inf, e_min+0.01):.4f} m_e")
print(f"rough mobility = {mobility:.0f} cm^2/Vs")
print(f"damping energy at undamped mass = {gamma:.4f} eV")
print(f"eps_inf * damping / E_min = {eps_inf*gamma/e_min:.2f}")
print(f"damped minimum at undamped mass = {e_damped:.4f} eV")
print(f"mass corrected for damping = {mass_damped:.4f} m_e")
print(f"damping correction to mass = {100*(mass_damped/mass-1):.1f} %")
print(f"R at damped minimum, corrected mass = {r_damped:.3f}")
print(f"absorption length there = {absorption_nm:.0f} nm")
print(f"interband oscillator energy = {e_inter:.1f} eV")
print(f"mass with interband dispersion = {mass_inter:.4f} m_e")
print(f"phonon energy = {1000*e_phonon:.0f} meV, strength = {s_phonon:.0f}")
print(f"mass with phonon term = {mass_phonon:.4f} m_e")
print(f"valleys = {valleys}, gap = {gap:.1f} eV, T = {temperature:.0f} K")
print(f"parabolic Fermi energy = {fermi_parabolic:.3f} eV")
print(f"thermal energy kT = {kt:.4f} eV")
print(f"non-parabolic Fermi energy = {fermi_kane:.3f} eV")
print(f"non-parabolic Fermi energy / kT = {fermi_kane/kt:.1f}")
print(f"non-parabolic band-edge mass = {edge_mass:.4f} m_e")
print(f"trial valley mass ratio = {ratio:.1f}")
print(f"transverse, longitudinal mass = {m_trans:.3f}, {m_long:.3f} m_e")
print(f"one-valley density-of-states mass = {dos_mass:.4f} m_e")
print("PASS")
```

It prints:

```
hole density p = 5.0e+20 cm^-3
background permittivity = 35.0
energy of minimum = 0.260 eV
wavelength of minimum = 4.77 um
angular frequency of minimum = 3.9501e+14 rad/s
squared plasma energy for m_e = 0.6894 eV^2
optical mass = 0.3000 m_e
optical mass = 2.732e-31 kg
unscreened plasma energy = 1.516 eV
energy where permittivity is zero = 0.2563 eV
at 0.25 eV: permittivity -1.774, R 1.0000
at 0.26 eV: permittivity 1.000, R 0.0000
at 0.27 eV: permittivity 3.472, R 0.0909
at 0.30 eV: permittivity 9.462, R 0.2594
high-energy limit of R = 0.505
mass if permittivity set to 0 = 0.2914 m_e
mass for p +10 % = 0.3300 m_e
mass for eps_inf +3 = 0.2756 m_e
mass for E_min +0.01 eV = 0.2781 m_e
rough mobility = 60 cm^2/Vs
damping energy at undamped mass = 0.0643 eV
eps_inf * damping / E_min = 8.66
damped minimum at undamped mass = 0.2780 eV
mass corrected for damping = 0.3400 m_e
damping correction to mass = 13.3 %
R at damped minimum, corrected mass = 0.284
absorption length there = 336 nm
interband oscillator energy = 2.0 eV
mass with interband dispersion = 0.2949 m_e
phonon energy = 10 meV, strength = 200
mass with phonon term = 0.3026 m_e
valleys = 4, gap = 0.6 eV, T = 300 K
parabolic Fermi energy = 0.304 eV
thermal energy kT = 0.0259 eV
non-parabolic Fermi energy = 0.431 eV
non-parabolic Fermi energy / kT = 16.7
non-parabolic band-edge mass = 0.1231 m_e
trial valley mass ratio = 5.0
transverse, longitudinal mass = 0.220, 1.100 m_e
one-valley density-of-states mass = 0.3761 m_e
PASS
```
